# Atom-to-metal core-level shifts from a Born–Haber cycle

**Q.** A core electron is bound differently in a free atom and in a metal. You claim that the difference follows from cohesive energies, an ionization energy and a solution energy. None of these involves a core hole. Before I believe that, which difference do you mean?

**A.** For a free atom of element $Z$, let

$$E_c^A=E[Z^{*+}]-E[Z].$$

The star marks a hole in core level $c$, and the removed electron is at rest in vacuum. For the metal, take $N$ atoms with periodic boundaries, so that no surface energy enters, and let

$$E_c^F=E[Z_{N-1}Z^*]-E[Z_N].$$

Both metallic states are neutral, and the final one is the lowest state with the hole present. The shift is

$$\Delta=E_c^A-E_c^F .$$

It is positive when lifting the core electron to the Fermi level of the metal costs less than lifting it to vacuum in the free atom; the two references differ, as discussed next. I use electronvolts, the natural unit for core levels.

**Q.** Photoemission removes an electron, yet your final metallic state is neutral. Where did the missing charge go?

**A.** It is a matter of reference. Let $N_e$ be the number of electrons before ionization and $\mu$ the chemical potential, the energy at which a large metal accepts or releases an electron. A binding energy referred to the Fermi level counts the removed electron as if it were placed there:

$$E_c^F=E^*(N_e-1)+\mu-E(N_e).$$

Here $E^*$ is the lowest energy with a core hole. Adding one electron to a large metal costs $\mu$, hole or no hole, because the electron can be added far from the hole and the charge then rearranges. Thus $E^*(N_e-1)+\mu=E^*(N_e)$, which gives the neutral difference above.

If the electron is left in vacuum, the term $\mu$ is absent. With the vacuum level outside the surface as zero, $\mu=-\phi$, where $\phi$ is the work function, and

$$E_c^V=E^*(N_e-1)-E(N_e)=E_c^F-\mu=E_c^F+\phi .$$

**Q.** Then build the neutral final state without ionizing anything inside the metal.

**A.** Ionize an atom outside it. Total energy depends on the state and not on the path, so any closed sequence will do. Let $e_X$ be the energy per atom of pure metal $X$. The cohesive energy, positive for a bound metal, and the first ionization energy are

$$E_{\rm coh}(X)=E[X]-e_X,\qquad I(X)=E[X^+]-E[X].$$

The steps and their energy costs are:

1. Take one atom out of metal $Z$: $+E_{\rm coh}(Z)$. The remaining $N-1$ atoms form bulk metal.
2. Core-ionize the free atom: $+E_c^A$.
3. Return the electron from vacuum to the valence shell of the ion: $-I(Z^*)$.
4. Condense the neutral atom $Z^*$ into a metal made of such atoms: $-E_{\rm coh}(Z^*)$.
5. Take one atom's worth of that metal and dissolve it in the $N-1$ atoms of $Z$: $+E_{\rm imp}(Z^*)$.

The solution energy in the last step is defined by

$$E_{\rm imp}(X)=E[Z_{N-1}X]-(N-1)e_Z-e_X .$$

It is positive if dissolving costs energy. The sum is

$$E_c^F=E_{\rm coh}(Z)+E_c^A-I(Z^*)-E_{\rm coh}(Z^*)+E_{\rm imp}(Z^*).$$

**Q.** I would like to see that nothing has been lost between those steps.

**A.** Insert the definitions on the right, in the same order:

$$\begin{aligned}
&(E[Z]-e_Z)+(E[Z^{*+}]-E[Z])\\
&-(E[Z^{*+}]-E[Z^*])-(E[Z^*]-e_{Z^*})\\
&+(E[Z_{N-1}Z^*]-(N-1)e_Z-e_{Z^*}).
\end{aligned}$$

The energies $E[Z]$, $E[Z^{*+}]$, $E[Z^*]$ and $e_{Z^*}$ each occur once with either sign. What remains is $E[Z_{N-1}Z^*]-Ne_Z$, and $Ne_Z=E[Z_N]$. This is the definition of $E_c^F$.

Subtracting the cycle from $E_c^A$ reverses the signs of the other terms:

$$\Delta=I(Z^*)+E_{\rm coh}(Z^*)-E_{\rm coh}(Z)-E_{\rm imp}(Z^*).$$

So far this is an identity for a large sample.

**Q.** It is an identity about a metal of core-ionized atoms, which nobody can weigh out. What have you gained?

**A.** A route to an approximation. Outside a spherical core, a missing core electron acts on the valence electrons like one extra unit of nuclear charge, by Gauss's law. An atom $Z^*$ with its valence shell refilled therefore resembles an atom of element $Z+1$: the valence electrons are equal in number and feel nearly the same attraction. This is the equivalent-core approximation. Replacing $Z^*$ by $Z+1$ gives the Johansson–Mårtensson expression

$$\boxed{\Delta\simeq I(Z+1)+E_{\rm coh}(Z+1)-E_{\rm coh}(Z)-E_{\rm imp}(Z+1\text{ in }Z)}$$

Each term has a plain role. The ionization energy is gained when the screening electron falls into the valence shell. The difference of cohesive energies accounts for exchanging a bound $Z$ for a bound $Z+1$. The solution energy corrects for the fact that the new atom sits among $Z$ neighbours rather than in its own metal. If the last three terms add to zero, the shift is just $I(Z+1)$.

**Q.** The total energies of $Z^*$ and $Z+1$ differ enormously. How can the replacement be harmless?

**A.** Only energy differences of the same species enter. For either choice $X=Z^*$ or $X=Z+1$, define the energy gained when the free ion takes up an electron and enters the metal:

$$W(X)=E[X^+]+(N-1)e_Z-E[Z_{N-1}X].$$

Now collect the terms containing $X$:

$$\begin{aligned}
&I(X)+E_{\rm coh}(X)-E_{\rm imp}(X)\\
&=(E[X^+]-E[X])+(E[X]-e_X)\\
&\quad-E[Z_{N-1}X]+(N-1)e_Z+e_X\\
&=W(X).
\end{aligned}$$

The expression therefore reads $W(X)-E_{\rm coh}(Z)$, and its error relative to the true shift is

$$\delta=W(Z+1)-W(Z^*).$$

A constant difference in core energy appears in both the ion and the embedded atom, so it drops out of $W$. What survives is the difference in how the two cores treat the valence electrons, chiefly where valence charge penetrates the core.

The algebra shows something else. Both $E[X]$ and $e_X$ cancel. The crystal structure chosen for metal $Z+1$ is thus immaterial, provided that $E_{\rm coh}(Z+1)$ and $E_{\rm imp}$ use the same one.

**Q.** An argument about valence charge outside the core is not a number. Have you tried an actual core hole?

**A.** Yes, with sodium as $Z$ and magnesium as $Z+1$. The level of theory is the spin-unpolarized local-density approximation, without relativity. A central atom, treated with all its electrons, has four Na neighbours at 7.0 bohr in a tetrahedron. The neighbours carry effective core potentials. The cluster is a small bonded environment, not bulk sodium; it replaces the metal on both sides of the comparison.

With an explicit Na 1s hole, the ionization energy is 1082.1 eV for the free atom and 1074.5 eV for the cluster in its neutral, screened final state:

$$\Delta_{\rm hole}=1082.1-1074.5=7.6\ \text{eV}.$$

With less rounding the program gives 7.594 eV, or 0.279 hartree. A larger basis moves the free-atom value by about 0.03 eV, to 1082.04 eV, while the shift moves by only 0.004 eV with another basis and grid. The absolute core energies belong to this level of theory: allowing spin polarization lowers the free-atom value to about 1070 eV. They should not be read as predictions for sodium.

The other side contains no core hole. At this level of theory the ionization energy of Mg is 8.056 eV. The measured value is 7.646 eV, and spin polarization of Mg$^+$ would bring the calculated one down to 7.72 eV, so only the comparison of the two sides at the same level is meaningful here. The remaining terms of the cycle combine into the binding of Mg at the central site minus the binding of Na there, which is $-0.428$ eV. The energy of the four neighbours alone cancels from this difference. Hence

$$\Delta_{\rm cycle}=8.056-0.428=7.628\ \text{eV}.$$

The cycle exceeds the explicit-hole value by 0.03 eV, about half a percent of the shift. The program tests agreement within ten percent, a margin set for the physical approximation rather than for numerical noise. That margin is loose: $I(\text{Mg})$ alone lies within about six percent of the explicit-hole shift, so the assertion does not by itself test the binding terms. Their role is seen in the printed difference of 0.034 eV and in the model metal below.

**Q.** Is that closeness typical of the individual terms?

**A.** No. The neutral Na atom with a 1s hole has an ionization energy of 7.858 eV, so Mg overestimates it by 0.198 eV. The binding change for the atom with the hole follows from its shift:

$$7.594-7.858=-0.264\ \text{eV}.$$

Mg gives $-0.428$ eV, which is lower by 0.164 eV. (With d functions on the central atom and another grid both binding terms move up by 0.005 eV, and their difference stays the same.) The two errors nearly cancel:

$$0.198-0.164=0.034\ \text{eV}.$$

Part of this is built into the cycle. The energy of the free neutral atom $X$ enters $I(X)$ and the binding energy with opposite signs, so an error in it cannot reach the shift. The cycle does not guarantee that the remaining error is this small; that is a result for this cluster.

**Q.** Does it matter which core level is emptied?

**A.** On the right-hand side of the boxed expression, no core level is named. The approximation therefore assigns the same shift to every core level of $Z$, and any difference between levels belongs to its error. With a 2s hole the ionization energy of neutral Na is 7.714 eV. That is 0.342 eV below Mg, compared with 0.198 eV for the 1s hole. The order fits the Gauss argument, since the 2s hole is more extended and more valence charge lies inside it. Two numbers do not establish a general law. The error in $I$ is also not the error in the shift, which is $\delta$. For the same cluster, with d functions on the central atom, the explicit 2s hole gives a shift of 7.44 eV against 7.63 eV from the cycle, so $\delta=0.19$ eV, compared with 0.03 eV for the 1s hole.

**Q.** A five-atom cluster has no proper Fermi level. Your first argument, about where the electron goes, is still untested.

**A.** For that I use a metal that can be solved. Each atom has $g=10$ degenerate valence spin-orbitals at energy $\varepsilon=-4$ eV relative to vacuum and holds $n$ electrons. Hopping $-t$, with $t=1$ eV, connects like orbitals on neighbouring sites of an infinite chain. The valence electrons do not repel one another. Filling follows from the band

$$\varepsilon_k=\varepsilon-2t\cos k,\qquad k_F=\frac{\pi n}{g},$$

because a fraction $n/g$ of the interval $-\pi<k<\pi$ is occupied. Hence

$$\mu=\varepsilon-2t\cos\frac{\pi n}{g},\qquad \phi=-\mu .$$

There is no surface dipole in this model. The valence energy per atom is

$$\begin{aligned}
e&=g\int_{-k_F}^{k_F}\frac{dk}{2\pi}(\varepsilon-2t\cos k)\\
&=n\varepsilon-\frac{2gt}{\pi}\sin\frac{\pi n}{g}.
\end{aligned}$$

The free atom has valence energy $n\varepsilon$, so

$$E_{\rm coh}=\frac{2gt}{\pi}\sin\frac{\pi n}{g}.$$

**Q.** And the core hole?

**A.** It lowers the valence level of its own atom from $\varepsilon$ to $\varepsilon-U$. The core level is $\varepsilon_c=-100$ eV, meaning that removal costs $-\varepsilon_c$ if the valence shell is empty. For a free atom with $n$ valence electrons,

$$E_c^A=-\varepsilon_c+n(\varepsilon-U)-n\varepsilon=-\varepsilon_c-nU .$$

In the metal, switch the lowering on gradually as $\lambda$ from 0 to $U$. The Hamiltonian contains $-\lambda\hat n_0$, where $\hat n_0$ counts electrons on the ionized site. At fixed $\mu$ and zero temperature, the grand potential $\Omega=E-\mu N_v$, with $N_v$ valence electrons, is stationary with respect to changes of the state. Only the explicit dependence on $\lambda$ contributes to its derivative:

$$\frac{d\Omega}{d\lambda}=-n_\lambda,\qquad \Omega(U)-\Omega(0)=-\int_0^U n_\lambda\,d\lambda .$$

The neutral final state has one more valence electron than the initial one, namely the former core electron. Since $E=\Omega+\mu N_v$, this adds $\mu$:

$$E_c^F=-\varepsilon_c+\mu-\int_0^U n_\lambda\,d\lambda .$$

Subtract this from $E_c^A$ and write $nU=\int_0^U n\,d\lambda$:

$$\Delta=\phi+R,\qquad R=\int_0^U(n_\lambda-n)\,d\lambda .$$

**Q.** So the work function appears after all. Did your cycle forget it?

**A.** The cycle contains it implicitly. The free-atom energy is referred to vacuum and the metallic one to the Fermi level, so changing to a common reference must reveal $\phi$. From $E_c^V=E_c^F+\phi$,

$$\Delta=\phi+(E_c^A-E_c^V)$$

holds generally. Adding $\phi$ to the boxed expression would count it twice. To refer both energies to vacuum, subtract it: $E_c^A-E_c^V=\Delta-\phi$.

**Q.** Which part is an initial-state shift and which a final-state shift?

**A.** In this model the split is clear. Before ionization, the site carries $n$ valence electrons in both atom and metal, and there is no Coulomb potential from neighbours. The core electron therefore starts at the same energy relative to vacuum, and the initial-state shift on that scale is zero. The term $\phi$ comes from the change of reference. The term $R$ is a final-state effect: electrons flow towards the hole and lower the energy.

Its sign can be shown. $\Omega(\lambda)$ is the minimum, over all states, of functions linear in $\lambda$. Such a minimum is concave, so $n_\lambda=-d\Omega/d\lambda$ cannot decrease with $\lambda$. Hence $n_\lambda\ge n$ and $R\ge0$.

In a real metal the valence configuration and the potential of the neighbours may also differ from the free atom, and then the initial-state part need not vanish. The cycle gives the total shift and does not separate these contributions.

**Q.** You have left $U$ free. I suspect you can tune it to obtain agreement.

**A.** The cycle must close for any $U$, so agreement cannot be tuned that way. I fix $U$ by requiring the hole to attract one screening electron in total, as a charged impurity in a metal must.

Let $G(z)$ be the on-site Green function of the unperturbed chain for one orbital. Integrating over the band gives

$$G(z)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac{1}{z-\varepsilon_k}=\frac{1}{\sqrt{(z-\varepsilon)^2-4t^2}},$$

with the root chosen so that $G\to1/z$ at large $z$. Just above the real axis at the Fermi level,

$$G=-\frac{i}{s},\qquad s=\sqrt{4t^2-(\mu-\varepsilon)^2}=2t\sin\frac{\pi n}{g}.$$

Lowering one level changes $\det(z-H)$ by the factor $1+UG(z)$. The density of states is $-(1/\pi)\,{\rm Im}\,d\ln\det(z-H)/dz$, so the number of electrons displaced in one orbital is

$$-\frac1\pi{\rm Im}\ln\left(1-\frac{iU}{s}\right)=\frac1\pi\arctan\frac Us .$$

This branch is correct because the number must grow continuously from zero as $U$ is switched on. For $g$ orbitals and one displaced electron,

$$\frac g\pi\arctan\frac Us=1\quad\Rightarrow\quad U=2t\sin\frac{\pi n}{g}\tan\frac\pi g .$$

For $n=3$ and for $n=7$ this gives $U=0.526$ eV, since the sine is the same. The program tests the displaced charge separately, from the derivative of the grand potential with respect to $\mu$.

**Q.** Does that electron sit on the ionized atom?

**A.** Not in a one-to-one sense. For $n=3$ the site holds 4.42 electrons, an increase of 1.42, while the total increase is 1.00. The other sites together have lost 0.42. For $n=7$ the site holds 8.12, and the others have lost 0.12. Overall neutrality does not require a local gain of one electron.

**Q.** Now put numbers into the cycle, and tell me what they can prove.

**A.** In this model, element $Z+1$ is defined to have level $\varepsilon-U$, the same hopping and $n+1$ electrons. The equivalent-core replacement is then exact by choice. The comparison tests the bookkeeping and the Fermi reference, while the sodium example addresses the replacement itself. The ionization energy is

$$I(Z+1)=-(\varepsilon-U)=4.53\ \text{eV}.$$

Take $n=3$. The cohesive energies are 5.15 eV for $Z$ and 6.05 eV for $Z+1$. The solution energy is $-0.11$ eV, found by diagonalizing finite rings with and without the impurity and extrapolating in ring size. The cycle gives

$$\Delta=4.53+6.05-5.15+0.11=5.54\ \text{eV}.$$

The core-hole calculation in the infinite chain gives 98.42 eV for the atom and 92.88 eV for the metal:

$$\Delta=98.42-92.88=5.54\ \text{eV}.$$

This is 0.204 hartree. The split is the same core-hole number regrouped, not a further check: $\phi+R=5.176+0.366=5.542$ eV.

**Q.** One filling could be lucky.

**A.** At $n=7$ cohesion falls from $Z$ to $Z+1$, from 5.15 to 3.74 eV. The solution energy is $-0.02$ eV, so

$$\Delta=4.53+3.74-5.15+0.02=3.14\ \text{eV}.$$

The core-hole side gives $96.32-93.18=3.14$ eV, or 0.115 hartree, and the split gives $2.824+0.313=3.137$ eV.

The ionization energy is the same at both fillings, so the fall of 2.40 eV in the shift comes from the other terms. The change in cohesive energy is $+0.90$ eV at $n=3$ and $-1.41$ eV at $n=7$, which accounts for 2.31 eV. The solution energies supply the remaining 0.09 eV. Between these two fillings the variation therefore comes mainly from the change in cohesive energy. At other fillings $U$, and with it $I(Z+1)$, changes as well.

**Q.** Suppose I take tabulated energies for a real pair of elements. Where can I go wrong?

**A.** First, in the atomic states. The ion formed in step 2 keeps the valence configuration of $Z$. If the ground state of $(Z+1)^+$ has another configuration, $I(Z+1)$ must lead to the configuration of $Z$ instead, which adds a promotion energy. For Na and Mg both ions have one 3s electron, and the issue does not arise. If the core hole couples to an open valence shell, $E_c^A$ must also refer to a stated multiplet level or average. The sodium ion above is such a case: in spin-polarized LDA, parallel and antiparallel 1s and 3s spins differ by 0.17 eV, several times the 0.034 eV found with the spin-unpolarized energies, which do not resolve this coupling.

Second, in the positions of the nuclei. For a vertical transition they stay at the sites of host $Z$, so $E_{\rm imp}$ is an unrelaxed solution energy. Relaxation can only lower the impurity energy. A relaxed value therefore makes $E_{\rm imp}$ smaller and $\Delta$ larger, and it describes a final state whose lattice has adjusted to the hole.

Third, in the final state. The cycle gives the lowest screened state. If a spectral peak belongs to an excited or poorly screened state, its energy is not this threshold. In an insulator no electrons at a Fermi level are available to screen the hole, and the metallic construction does not apply as it stands.

**Q.** Then the absence of a core hole from the data is no mystery: the hole is in the identity, and $Z+1$ stands in for it.

**A.** Yes. The energy balance is exact for $Z^*$ in a large sample, and the quality of the stand-in is measured by $\delta=W(Z+1)-W(Z^*)$. The numerical check accompanying this exchange evaluates both sides for the cluster and for the model metal.

## Calculated quantities

```
A. Na / Mg, spin-unpolarized LDA, Na 1s hole
centre-neighbour distance: 7.0 bohr
Na 1s ionization, free atom: 1082.068 eV
Na 1s ionization, screened in Na5: 1074.473 eV
shift with explicit core hole: 7.594 eV
ionization energy of Mg: 8.056 eV
ionization energy of Na with 1s hole: 7.858 eV
ionization energy of Na with 2s hole: 7.714 eV
binding of Mg minus binding of Na: -0.428 eV
shift from the cycle with Mg: 7.628 eV
cycle minus explicit hole: 0.034 eV
explicit-hole shift: 0.2791 hartree
B. model metal: g = 10, t = 1.0 eV, level = -4.0 eV, core = -100.0 eV
valence electrons of Z: 3
  level lowering U: 0.5257 eV
  core ionization, free atom: 98.4228 eV
  core ionization, metal, Fermi level: 92.8808 eV
  shift with core hole: 5.5420 eV
  work function phi: 5.1756 eV
  relaxation energy R: 0.3664 eV
  ionization energy of Z+1: 4.5257 eV
  cohesive energy of Z: 5.1504 eV
  cohesive energy of Z+1: 6.0546 eV
  solution energy of Z+1 in Z: -0.1119 eV
  shift from the cycle: 5.5419 eV
  electrons on the core-hole site: 4.4190
  total displaced electrons: 1.00000
  shift with core hole: 0.20366 hartree
valence electrons of Z: 7
  level lowering U: 0.5257 eV
  core ionization, free atom: 96.3199 eV
  core ionization, metal, Fermi level: 93.1824 eV
  shift with core hole: 3.1374 eV
  work function phi: 2.8244 eV
  relaxation energy R: 0.3130 eV
  ionization energy of Z+1: 4.5257 eV
  cohesive energy of Z: 5.1504 eV
  cohesive energy of Z+1: 3.7420 eV
  solution energy of Z+1 in Z: -0.0200 eV
  shift from the cycle: 3.1373 eV
  electrons on the core-hole site: 8.1233
  total displaced electrons: 1.00000
  shift with core hole: 0.11530 hartree
```
